# Identifying pad stiffness and selectivity from dishing at several line widths: verification in Python

```python
# RESULT UNDER TEST
# Steady dishing of metal lines (width w, spacing s, period L=w+s, density f=w/L)
# polished by a thick smooth elastic pad under known mean pressure p0:
#   D = 4 p0 L/(pi^2 E) * phi(S,f) * g(f),  phi = (S-1)/(S(1-f)+f),
#   g(f) = sum over odd n of sin(n pi f)/n^2.
# E: plane-strain pad modulus; S: metal/dielectric ratio of Preston coefficients.
# ln E and ln S are jointly identifiable from ln D only if load-sharing densities
# differ; the singular values of the log Jacobian measure how well.
# The independent road is time evolution of Preston's law on a grid.
# Units: angstrom (A), eV/A^3 for pressure and modulus.
import numpy as np
import sympy as sp
from mpmath import catalan
from scipy import constants
from scipy.integrate import quad
from scipy.linalg import circulant, lu_factor, lu_solve
from scipy.optimize import least_squares


def check_pad_response():
    """Solve the Navier equations of a half-space loaded by p cos(qx)."""
    x, y, q, p, lam, mu, young, nu = sp.symbols(
        "x y q p lam mu young nu", positive=True)
    a1, b1, a2, b2 = sp.symbols("a1 b1 a2 b2")
    decay = sp.exp(-q * y)
    ux = (a1 + b1 * y) * decay * sp.sin(q * x)
    uy = (a2 + b2 * y) * decay * sp.cos(q * x)
    div = sp.diff(ux, x) + sp.diff(uy, y)
    equations = []
    for u, var, trig in ((ux, x, sp.sin(q * x)), (uy, y, sp.cos(q * x))):
        force = ((lam + mu) * sp.diff(div, var)
                 + mu * (sp.diff(u, x, 2) + sp.diff(u, y, 2)))
        reduced = sp.expand(sp.simplify(force / (decay * trig)))
        equations += sp.Poly(reduced, y).all_coeffs()
    normal = (lam * div + 2 * mu * sp.diff(uy, y)).subs(y, 0)
    shear = (mu * (sp.diff(ux, y) + sp.diff(uy, x))).subs(y, 0)
    equations.append(sp.simplify(normal / sp.cos(q * x)) + p)
    equations.append(sp.simplify(shear / sp.sin(q * x)))
    solution = sp.solve(equations, [a1, b1, a2, b2], dict=True)[0]
    surface = solution[a2].subs({
        lam: young * nu / ((1 + nu) * (1 - 2 * nu)),
        mu: young / (2 * (1 + nu))})
    assert sp.simplify(surface - 2 * p * (1 - nu**2) / (young * q)) == 0


def evolve_dishing(segments, cell, E, S, p0):
    """Evolve a flat surface to steady state; segments = cell counts of
    metal, dielectric, metal, dielectric, ...  Returns dishing of each line."""
    preston = np.concatenate([np.full(n, S if i % 2 == 0 else 1.0)
                              for i, n in enumerate(segments)])
    size = len(preston)
    q = 2 * np.pi * np.abs(np.fft.fftfreq(size, d=cell))
    stiffness = circulant(np.fft.ifft(E * q / 2).real)
    dt = 50 * size * cell / (np.pi * E)
    factors = lu_factor(np.eye(size) + dt * preston[:, None] * stiffness)
    z = np.zeros(size)
    for _ in range(12):
        z = lu_solve(factors, z - dt * preston * p0)
        z -= z.mean()
    pressure = p0 + stiffness @ z
    rate = preston * pressure
    assert np.ptp(rate) < 1e-6 * rate.mean()
    assert pressure.min() > 0
    starts = np.concatenate([[0], np.cumsum(segments)[:-1]])
    mids = [0.5 * (z[a + (n - 1) // 2] + z[a + n // 2])
            for a, n in zip(starts, segments)]
    return np.array([mids[i + 1] - mids[i] for i in range(0, len(mids), 2)])


def g_shape(f):
    return quad(lambda t: -0.5 * np.log(np.tan(t / 2)), 0, np.pi * f,
                epsabs=1e-11, limit=200)[0]


def phi(S, f):
    return (S - 1) / (S * (1 - f) + f)


def h_sens(S, f):
    return S / ((S - 1) * (S * (1 - f) + f))


def log_jacobian(model, E, S, step=1e-3):
    up, down = np.exp(step), np.exp(-step)
    col_E = np.log(model(E * up, S) / model(E * down, S)) / (2 * step)
    col_S = np.log(model(E, S * up) / model(E, S * down)) / (2 * step)
    return np.column_stack([col_E, col_S])


def singular_formula(h):
    n = len(h)
    trace, root_det = n + np.sum(h**2), n * np.std(h)
    large = (trace + np.sqrt(trace**2 - 4 * root_det**2)) / 2
    return np.array([np.sqrt(large), root_det / np.sqrt(large)])


check_pad_response()

E_true, S_true, p0, noise = 5e-4, 5.0, 2e-7, 0.03
unit = 2.5e4
width_units, space_units = np.array([1, 2, 4, 8, 16]), 4
widths, spacing = unit * width_units, unit * space_units
periods = widths + spacing
density = widths / periods
count = len(widths)
shape = np.array([g_shape(f) for f in density])
odd = np.arange(1, 400001, 2)
for f, g in zip(density, shape):
    assert abs(np.sum(np.sin(odd * np.pi * f) / odd**2) - g) < 1e-7
assert abs(g_shape(0.5) - float(catalan)) < 1e-8


def separate_wafers(E, S):
    result = []
    for w in width_units:
        m = round(400 / (w + space_units))
        result.append(evolve_dishing([w * m, space_units * m],
                                     unit / m, E, S, p0)[0])
    return np.array(result)


def equal_density(E, S):
    return np.array([evolve_dishing([200, 200], w / 200, E, S, p0)[0]
                     for w in widths])


def common_load(E, S):
    return evolve_dishing([44, 88, 176, 88], unit / 22, E, S, p0)


# dishing law against time evolution
geometry = 4 * p0 * periods * shape / np.pi**2
D_formula = geometry * phi(S_true, density) / E_true
D_grid = separate_wafers(E_true, S_true)
assert np.allclose(D_grid, D_formula, rtol=2e-3)
print(f"input E* = {E_true:.2e} eV/A^3, S = {S_true:.1f}, p0 = {p0:.1e} eV/A^3")
print(f"spacing = {spacing:.0f} A, relative error of data = {noise:.2f}")
h = h_sens(S_true, density)
print("width[A] density g phi h D_formula[A] D_evolved[A]")
for row in zip(widths, density, shape, phi(S_true, density), h,
               D_formula, D_grid):
    print("%7.0f %.4f %.4f %.4f %.4f %8.3f %8.3f" % row)

# inverse dishing is a straight line in density
slope, a_end = np.polyfit(density, geometry / D_grid, 1)
b_end = a_end + slope
assert abs((a_end - b_end) / E_true - 1) < 1e-2
assert abs(a_end / b_end / S_true - 1) < 1e-2
print(f"line ends a = {a_end:.4e}, b = {b_end:.4e} eV/A^3")
print(f"from line: E* = {a_end - b_end:.4e} eV/A^3, S = {a_end / b_end:.3f}")

# singular values at several selectivities, from evolved dishing
print("fixed spacing: S sigma1 sigma2 sd(lnS) sd(lnE*) repeats for sd(lnS)=0.1")
for S in (2.0, 5.0, 20.0, 50.0):
    jac = log_jacobian(separate_wafers, E_true, S)
    hs = h_sens(S, density)
    assert np.allclose(jac, np.column_stack([-np.ones(count), hs]), atol=1e-5)
    sv = np.linalg.svd(jac, compute_uv=False)
    assert np.allclose(sv, singular_formula(hs), rtol=1e-3)
    cov = noise**2 * np.linalg.inv(jac.T @ jac)
    sd_E, sd_S = np.sqrt(np.diag(cov))
    assert abs(sd_S / (noise / (np.sqrt(count) * np.std(hs))) - 1) < 1e-3
    assert abs(sd_E / sd_S / np.sqrt(np.mean(hs**2)) - 1) < 1e-3
    print(f"{S:5.0f} {sv[0]:.4f} {sv[1]:.5f} {sd_S:.4f} {sd_E:.4f} "
          f"{(sd_S / 0.1)**2:.2f}")
    if S == S_true:
        sv_main, cov_main = sv, cov
        weak = np.linalg.svd(jac)[2][1]
        weak = weak * np.sign(weak[1])
corr = cov_main[0, 1] / np.sqrt(cov_main[0, 0] * cov_main[1, 1])
assert abs(corr - np.mean(h) / np.sqrt(np.mean(h**2))) < 1e-4
print(f"S=5 weak direction (lnE*, lnS) = ({weak[0]:.4f}, {weak[1]:.4f})")
print(f"S=5 correlation of lnE* and lnS = {corr:.4f}")


# joint fits to noisy evolved dishing
def fit(data):
    def residual(v):
        S = 1 + np.exp(v[1])
        return np.log(geometry * phi(S, density) / data) - v[0]
    best = least_squares(residual, [np.log(1e-3), np.log(2.0)], method="lm")
    assert best.success
    return np.array([best.x[0], np.log1p(np.exp(best.x[1]))])


rng = np.random.default_rng(7)
samples = [D_grid * np.exp(noise * rng.standard_normal(count))
           for _ in range(600)]
fits = np.array([fit(d) for d in samples])
sd_pred, sd_fit = np.sqrt(np.diag(cov_main)), fits.std(axis=0, ddof=1)
assert np.allclose(sd_fit, sd_pred, rtol=0.12)  # sampling and curvature
sd_weak = (fits @ weak).std(ddof=1)
assert abs(sd_weak * sv_main[1] / noise - 1) < 0.12
to_MPa = constants.e * 1e30 / 1e6
E_fit, S_fit = np.exp(fits[0])
print("one noisy data set D[A] =", " ".join(f"{d:.3f}" for d in samples[0]))
print(f"its fit: E* = {E_fit:.3e} eV/A^3 = {E_fit * to_MPa:.1f} MPa, "
      f"S = {S_fit:.2f}")
print(f"input E* converted = {E_true * to_MPa:.1f} MPa")
print(f"predicted sd: lnE* {sd_pred[0]:.4f}, lnS {sd_pred[1]:.4f}, "
      f"weak direction {noise / sv_main[1]:.4f}")
print(f"sd of {len(fits)} fits: lnE* {sd_fit[0]:.4f}, lnS {sd_fit[1]:.4f}, "
      f"weak direction {sd_weak:.4f}")

# equal densities: rank one, and two parameter pairs with the same dishing
sv_equal = np.linalg.svd(log_jacobian(equal_density, E_true, S_true),
                         compute_uv=False)
assert sv_equal[1] < 1e-6 * sv_equal[0]
S_alt = 20.0
E_alt = E_true * phi(S_alt, 0.5) / phi(S_true, 0.5)
first, second = equal_density(E_true, S_true), equal_density(E_alt, S_alt)
assert np.allclose(first, second, rtol=1e-6)
other = separate_wafers(E_alt, S_alt)
assert np.max(np.abs(other / D_grid - 1)) > 3 * noise
print(f"density 1/2 at all widths: sigma1 = {sv_equal[0]:.4f}, "
      f"sigma2 below 1e-6 sigma1: {sv_equal[1] < 1e-6 * sv_equal[0]}")
print(f"alternative pair: E* = {E_alt:.4e} eV/A^3, S = {S_alt:.0f}")
print("width[A]; density 1/2: D input, D alternative [A]; "
      "fixed spacing: same [A]")
for row in zip(widths, first, second, D_grid, other):
    print("%7.0f %8.3f %8.3f %8.3f %8.3f" % row)

# two widths sharing one load: rank one although the widths differ
jac_common = log_jacobian(common_load, E_true, S_true)
overall = (44 + 176) / (44 + 88 + 176 + 88)
assert np.allclose(jac_common[:, 1], h_sens(S_true, overall), atol=1e-5)
sv_common = np.linalg.svd(jac_common, compute_uv=False)
assert sv_common[1] < 1e-6 * sv_common[0]
pair = [1, 3]
sv_pair = np.linalg.svd(log_jacobian(separate_wafers, E_true, S_true)[pair],
                        compute_uv=False)
assert sv_pair[1] > 0.05
D_common = common_load(E_true, S_true)
assert np.all(D_common > 0)
print(f"common load, widths {widths[1]:.0f} and {widths[3]:.0f} A: "
      f"overall density {overall:.4f}")
print(f"  D = {D_common[0]:.3f} and {D_common[1]:.3f} A, "
      f"h = {jac_common[0, 1]:.4f} and {jac_common[1, 1]:.4f}")
print(f"  sigma1 = {sv_common[0]:.4f}, sigma2 below 1e-6 sigma1: "
      f"{sv_common[1] < 1e-6 * sv_common[0]}")
print(f"same widths on separate wafers: sigma1 = {sv_pair[0]:.4f}, "
      f"sigma2 = {sv_pair[1]:.4f}")
print("no test failed")
```

Running it gives:

```
input E* = 5.00e-04 eV/A^3, S = 5.0, p0 = 2.0e-07 eV/A^3
spacing = 100000 A, relative error of data = 0.03
width[A] density g phi h D_formula[A] D_evolved[A]
  25000 0.2000 0.6744 0.9524 0.2976   13.016   13.015
  50000 0.3333 0.8458 1.0909 0.3409   22.437   22.436
 100000 0.5000 0.9160 1.3333 0.4167   39.598   39.597
 200000 0.6667 0.8458 1.7143 0.5357   70.515   70.514
 400000 0.8000 0.6744 2.2222 0.6944  121.480  121.477
line ends a = 6.2501e-04, b = 1.2500e-04 eV/A^3
from line: E* = 5.0001e-04 eV/A^3, S = 5.000
fixed spacing: S sigma1 sigma2 sd(lnS) sd(lnE*) repeats for sd(lnS)=0.1
    2 3.7961 0.26466 0.0668 0.0919 0.45
    5 2.4622 0.29157 0.0934 0.0448 0.87
   20 2.2524 0.12429 0.2396 0.0320 5.74
   50 2.2388 0.05606 0.5345 0.0298 28.57
S=5 weak direction (lnE*, lnS) = (0.4216, 0.9068)
S=5 correlation of lnE* and lnS = 0.9540
one noisy data set D[A] = 13.016 22.638 39.273 68.655 119.831
its fit: E* = 4.904e-04 eV/A^3 = 78.6 MPa, S = 4.72
input E* converted = 80.1 MPa
predicted sd: lnE* 0.0448, lnS 0.0934, weak direction 0.1029
sd of 600 fits: lnE* 0.0443, lnS 0.0909, weak direction 0.1004
density 1/2 at all widths: sigma1 = 2.4224, sigma2 below 1e-6 sigma1: True
alternative pair: E* = 6.7857e-04 eV/A^3, S = 20
width[A]; density 1/2: D input, D alternative [A]; fixed spacing: same [A]
  25000    9.899    9.899   13.015   11.810
  50000   19.799   19.799   22.436   21.068
 100000   39.597   39.597   39.597   39.597
 200000   79.194   79.194   70.514   78.527
 400000  158.388  158.388  121.477  159.439
common load, widths 50000 and 200000 A: overall density 0.5556
  D = 24.074 and 69.218 A, h = 0.4500 and 0.4500
  sigma1 = 1.5508, sigma2 below 1e-6 sigma1: True
same widths on separate wafers: sigma1 = 1.5451, sigma2 = 0.1261
no test failed
```
